# Apparent pressure–speed exponent of a thermally activated polishing rate: a numerical check

```python
"""
Result under test: for a polishing rate R = K0 exp(-E/(kB T)) p v with
T = T0 + dT and dT proportional to friction power mu p v, the apparent
exponent is n = d ln R / d ln(p v) = 1 + E dT / (kB T^2).
E: activation energy (eV), T0: inlet temperature (K), dT: rise (K),
p: pressure (Pa), v: speed (m/s), mu: friction coefficient, x: p v
relative to the operating point. The effects left out are sized as well.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import j1

KB = constants.k / constants.e  # eV/K


def log_slope(func, x=1.0, h=0.01):
    """Fourth-order numerical d ln(func) / d ln(x)."""
    def g(m):
        return np.log(func(x * np.exp(m * h)))
    return (8 * (g(1) - g(-1)) - (g(2) - g(-2))) / (12 * h)


def sensitivity(energy, rise, inlet):
    return energy * rise / (KB * (inlet + rise) ** 2)


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


# Operating point: rough typical values for copper polishing
p, v, mu = 14e3, 1.0, 0.4
T0, dT, E = 298.15, 15.0, 0.30
rate_op = 500.0  # nm/min at the working temperature
T = T0 + dT
power = mu * p * v
resistance = dT / power
preston = rate_op * 1e-9 / 60 / (p * v)
K0 = preston * np.exp(E / (KB * T))


def rate_from_temperature(pv, temperature):
    """Removal rate in nm/min."""
    return K0 * np.exp(-E / (KB * temperature)) * pv * 60e9


def rate(x):
    pv = x * p * v
    return rate_from_temperature(pv, T0 + resistance * mu * pv)


# Main formula against the definition, over several parameter sets
S = sensitivity(E, dT, T0)
n = 1 + S
n_numeric = log_slope(rate)
assert abs(n - n_numeric) < 1e-6
for e_t, t_t, d_t in [(0.2, 290, 5), (0.5, 300, 30), (0.8, 320, 60)]:
    numeric = log_slope(lambda x: x * np.exp(-e_t / (KB * (t_t + d_t * x))))
    assert abs(numeric - 1 - sensitivity(e_t, d_t, t_t)) < 1e-5
n_shortcut = 1 + E * dT / (KB * T0**2)
assert abs(n_shortcut - n_numeric) > 0.03

# Largest possible exponent, located from numerical slopes
peak = minimize_scalar(lambda x: -log_slope(rate, x), bounds=(1, 60),
                       method="bounded")
assert abs(peak.x * dT / T0 - 1) < 1e-2
assert abs(-peak.fun - 1 - E / (4 * KB * T0)) < 1e-4

# Finite change of p v: from half to twice the operating value
secant = np.log(rate(2.0) / rate(0.5)) / np.log(4.0)
T_half, T_double = T0 + dT / 2, T0 + 2 * dT
secant_formula = 1 + E / KB * (1 / T_half - 1 / T_double) / np.log(4.0)
mean_local = quad(lambda u: log_slope(rate, np.exp(u)),
                  np.log(0.5), np.log(2.0))[0] / np.log(4.0)
assert abs(secant - secant_formula) < 1e-9
assert abs(secant - mean_local) < 1e-6

rate_cold = rate_from_temperature(p * v, T0)
gain = np.exp(E / KB * (1 / T0 - 1 / T))
assert abs(rate(1.0) / rate_cold - gain) < 1e-9

# Warm-up: heat balance and removed thickness integrated together
tau, duration = 20.0, 60.0  # s


def thickness(x):
    def rhs(t, y):
        heating = (resistance * mu * p * v * x - y[0]) / tau
        return [heating, rate_from_temperature(p * v * x, T0 + y[0]) / 60]
    sol = solve_ivp(rhs, (0, duration), [0.0, 0.0], rtol=1e-10, atol=1e-10)
    return sol.y[1, -1]


def rise_at(t):
    return dT * (1 - np.exp(-t / tau))


def rate_at(t):
    return rate_from_temperature(p * v, T0 + rise_at(t))


n_warm = (quad(lambda t: rate_at(t) * (1 + sensitivity(E, rise_at(t), T0)),
               0, duration)[0] / quad(rate_at, 0, duration)[0])
assert abs(log_slope(thickness) - n_warm) < 1e-5

# Half-space under constant unit flux, unit conductivity and diffusivity
cells, dz = 400, 0.02
diagonal = np.full(cells, -2.0)
diagonal[0] = -1.0
lam, vec = eigh_tridiagonal(diagonal / dz**2, np.ones(cells - 1) / dz**2)


def surface_rise(t):
    return np.sum(vec[0]**2 * np.expm1(lam * t) / lam) / dz + dz / 2


time_power = log_slope(surface_rise)
assert abs(time_power - 0.5) < 1e-3
assert abs(surface_rise(1.0) - 2 / np.sqrt(np.pi)) < 1e-3


def rate_moving_pad(xp, xv):
    rise = dT * xp * xv * surface_rise(1 / xv) / surface_rise(1.0)
    return rate_from_temperature(p * v * xp * xv, T0 + rise)


n_p_pad = log_slope(lambda x: rate_moving_pad(x, 1.0))
n_v_pad = log_slope(lambda x: rate_moving_pad(1.0, x))
assert abs(n_p_pad - (1 + S)) < 1e-5
assert abs(n_v_pad - (1 + S / 2)) < 1e-3

# Friction coefficient that depends on temperature
friction_slope = 0.005  # 1/K, magnitude of d ln(mu)/dT
n_friction = []
for s in (friction_slope, -friction_slope):
    def rate_friction(x):
        rise = brentq(lambda d: d - dT * x * np.exp(s * (d - dT)), 0, 60,
                      xtol=1e-12)
        return rate_from_temperature(p * v * x, T0 + rise)
    formula = 1 + S / (1 - s * dT)
    assert abs(log_slope(rate_friction) - formula) < 1e-5
    n_friction.append(formula)

# Temperature-independent supply ceiling in series with the model rate
ceiling = 5000.0  # nm/min
n_ceiling = n * ceiling / (ceiling + rate_op)
assert abs(log_slope(lambda x: 1 / (1 / rate(x) + 1 / ceiling))
           - n_ceiling) < 1e-6

# Local heating under a pad asperity on oxide-covered silicon
contact_pressure, radius, oxide = 10e6, 10e-6, 0.5e-6
k_si, k_ox = 150.0, 1.4  # W/(m K), rough
flux = mu * contact_pressure * v
flash = flux * (radius / k_si + oxide / k_ox)
ratio = k_ox / k_si


def layer_kernel(y):
    th = np.tanh(y * oxide / radius)
    return j1(y) / y * ((ratio + th) / (1 + ratio * th) - 1)


integral = quad(layer_kernel, 1e-12, 300, limit=2000, epsabs=1e-9)[0]
flash_layered = flux * radius / k_ox * (1 + integral)
assert abs(flash_layered / flash - 1) < 0.05


def rate_flash(xp, xv):
    return rate_from_temperature(p * v * xp * xv,
                                 T0 + dT * xp * xv + flash * xv)


n_p_flash = 1 + E * dT / (KB * (T + flash)**2)
n_v_flash = 1 + E * (dT + flash) / (KB * (T + flash)**2)
assert abs(log_slope(lambda x: rate_flash(x, 1.0)) - n_p_flash) < 1e-6
assert abs(log_slope(lambda x: rate_flash(1.0, x)) - n_v_flash) < 1e-6

show("Pressure", p / 1e3, "kPa")
show("Sliding speed", v, "m/s", ".1f")
show("Friction coefficient", mu)
show("Inlet temperature T0", T0, "K", ".2f")
show("Temperature rise", dT, "K", ".1f")
show("Working temperature T", T, "K", ".2f")
show("Activation energy", E, "eV", ".2f")
show("Boltzmann constant", KB, "eV/K", ".5e")
show("Friction power density", power, "W/m2", ".0f")
show("Thermal resistance", resistance, "K m2/W", ".3e")
show("Working removal rate", rate_op, "nm/min", ".0f")
show("Preston coefficient at T", preston, "1/Pa", ".3e")
show("Thermal part S of exponent", S, "", ".4f")
show("Apparent exponent n, formula", n, "", ".4f")
show("Apparent exponent n, numerical slope", n_numeric, "", ".4f")
show("Exponent with T0 squared (shortcut)", n_shortcut, "", ".4f")
for energy in (0.20, 0.50):
    show(f"Exponent for E = {energy:.2f} eV",
         1 + sensitivity(energy, dT, T0), "", ".3f")
show("Rate at same p v without heating", rate_cold, "nm/min", ".1f")
show("Heating gain at fixed p v", gain, "", ".3f")
show("Rate at half p v", rate(0.5), "nm/min", ".1f")
show("Rate at double p v", rate(2.0), "nm/min", ".1f")
show("Local exponent at half p v", log_slope(rate, 0.5), "", ".3f")
show("Local exponent at double p v", log_slope(rate, 2.0), "", ".3f")
show("Mean exponent, half to double p v", secant, "", ".3f")
show("Formal maximum exponent (rise = T0)", -peak.fun, "", ".2f")
show("Warm-up time constant", tau, "s", ".0f")
show("Polishing time", duration, "s", ".0f")
show("Thickness removed with warm-up", thickness(1.0), "nm", ".1f")
show("Exponent of removed thickness", n_warm, "", ".3f")
show("Half-space rise, power of time", time_power, "", ".3f")
show("Moving pad, pressure exponent", n_p_pad, "", ".3f")
show("Moving pad, speed exponent", n_v_pad, "", ".3f")
show("Friction slope magnitude", friction_slope, "1/K", ".3f")
show("Exponent, friction rising with T", n_friction[0], "", ".3f")
show("Exponent, friction falling with T", n_friction[1], "", ".3f")
show("Supply ceiling", ceiling, "nm/min", ".0f")
show("Exponent with supply ceiling", n_ceiling, "", ".3f")
show("Asperity contact pressure", contact_pressure / 1e6, "MPa", ".0f")
show("Asperity contact radius", radius * 1e6, "um", ".0f")
show("Oxide thickness", oxide * 1e6, "um", ".1f")
show("Silicon thermal conductivity", k_si, "W/(m K)", ".0f")
show("Oxide thermal conductivity", k_ox, "W/(m K)", ".1f")
show("Asperity flux", flux, "W/m2", ".2e")
show("Asperity rise, series estimate", flash, "K", ".2f")
show("Asperity rise, layered solution", flash_layered, "K", ".2f")
show("Pressure exponent with asperity rise", n_p_flash, "", ".3f")
show("Speed exponent with asperity rise", n_v_flash, "", ".3f")
print("PASS")
```

Output:

```
Pressure: 14 kPa
Sliding speed: 1.0 m/s
Friction coefficient: 0.4
Inlet temperature T0: 298.15 K
Temperature rise: 15.0 K
Working temperature T: 313.15 K
Activation energy: 0.30 eV
Boltzmann constant: 8.61733e-05 eV/K
Friction power density: 5600 W/m2
Thermal resistance: 2.679e-03 K m2/W
Working removal rate: 500 nm/min
Preston coefficient at T: 5.952e-13 1/Pa
Thermal part S of exponent: 0.5325
Apparent exponent n, formula: 1.5325
Apparent exponent n, numerical slope: 1.5325
Exponent with T0 squared (shortcut): 1.5874
Exponent for E = 0.20 eV: 1.355
Exponent for E = 0.50 eV: 1.888
Rate at same p v without heating: 285.8 nm/min
Heating gain at fixed p v: 1.749
Rate at half p v: 190.3 nm/min
Rate at double p v: 1662.3 nm/min
Local exponent at half p v: 1.279
Local exponent at double p v: 1.970
Mean exponent, half to double p v: 1.563
Formal maximum exponent (rise = T0): 3.92
Warm-up time constant: 20 s
Polishing time: 60 s
Thickness removed with warm-up: 424.6 nm
Exponent of removed thickness: 1.390
Half-space rise, power of time: 0.500
Moving pad, pressure exponent: 1.533
Moving pad, speed exponent: 1.266
Friction slope magnitude: 0.005 1/K
Exponent, friction rising with T: 1.576
Exponent, friction falling with T: 1.495
Supply ceiling: 5000 nm/min
Exponent with supply ceiling: 1.393
Asperity contact pressure: 10 MPa
Asperity contact radius: 10 um
Oxide thickness: 0.5 um
Silicon thermal conductivity: 150 W/(m K)
Oxide thermal conductivity: 1.4 W/(m K)
Asperity flux: 4.00e+06 W/m2
Asperity rise, series estimate: 1.70 K
Asperity rise, layered solution: 1.69 K
Pressure exponent with asperity rise: 1.527
Speed exponent with asperity rise: 1.586
PASS
```
